**Plane-wave cost of a 1s core, and the saving from orthogonalized plane waves**

For a hydrogenic 1s orbital of nuclear charge $Z$, a fixed lost norm $\eta$ requires a cutoff wave number $K=x(\eta)Z$, so $E_{\rm cut}=K^2/2\propto Z^2$ and, at fixed cell volume $\Omega$, the number of plane waves $N=\Omega K^3/(6\pi^2)\propto Z^3$. The program asserts the momentum amplitude and the lost norm against quadrature, and the basis size and lost norm against explicit sums over reciprocal lattice vectors. It diagonalizes the Coulomb problem inside a momentum sphere and asserts the leading energy error $16Z^5/(3\pi K^3)$ at large $K/Z$, as well as the steeper growth $E_{\rm cut}\propto Z^{10/3}$ at fixed absolute error. Hartree-Fock 1s orbitals of Mg, Si²⁺ and Ca⁸⁺ give a cutoff exponent of 2.02, asserted to lie within 0.1 of 2. For silicon at $\eta=10^{-3}$ the output shows a cutoff of about 1950 hartree and $1.1\times10^6$ plane waves per primitive cell. For the 3s orbital of free Si²⁺, adding core functions lowers the cutoff from 189 to 1.9 hartree at the same lost norm; the lost norm at the lower cutoff is asserted against a least-squares fit on a momentum grid.

## Verification by program

```python
"""
Result under test (hartree atomic units): a hydrogenic 1s orbital of nuclear
charge Z, expanded in plane waves |k| < K with a fixed lost norm eta, needs
K = x(eta) Z. Hence E_cut = K^2/2 ~ Z^2, and in a cell of fixed volume Omega
the number of plane waves N = Omega K^3/(6 pi^2) ~ Z^3.
For a fixed ABSOLUTE energy error the law is steeper: E_cut ~ Z^(10/3).
The example is diamond-structure silicon (two atoms per primitive cell).
Orthogonalized plane waves (OPW) are tested on the 3s orbital of free Si2+.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import erfc
from pyscf import gto, scf

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = const.physical_constants["Bohr radius"][0] / const.angstrom


def phi_1s(k, Z):
    """Derived momentum amplitude, normalized by integral d^3k |phi|^2 = 1."""
    return 2 * np.sqrt(2) / np.pi * Z**2.5 / (k**2 + Z**2)**2


def lost_norm(x):
    """Derived fraction of the 1s norm at momenta above K = x Z."""
    t = np.arctan(x)
    inside = t + np.sin(2*t)/4 - np.sin(4*t)/4 - np.sin(6*t)/12
    return 1 - 2 / np.pi * inside


def scaled_cutoff(eta):
    return brentq(lambda x: lost_norm(x) - eta, 0.1, 100, xtol=1e-12)


def plane_wave_number(K, volume):
    return volume * K**3 / (6 * np.pi**2)


# --- momentum amplitude and lost norm against quadrature -------------------
for Z_test, k_test in [(1.0, 0.7), (3.0, 5.0), (14.0, 30.0)]:
    radial = quad(lambda r: r * np.sqrt(Z_test**3/np.pi) * np.exp(-Z_test*r)
                  * np.sin(k_test*r), 0, 40/Z_test, limit=400,
                  epsabs=1e-13, epsrel=1e-11)[0]
    direct = (2*np.pi)**-1.5 * 4*np.pi/k_test * radial
    assert abs(direct / phi_1s(k_test, Z_test) - 1) < 1e-6
for x_test in (0.5, 2.0, 5.0):
    tail = quad(lambda k: 4*np.pi*k**2*phi_1s(k, 3.0)**2,
                3*x_test, np.inf, epsabs=1e-13)[0]
    assert abs(tail - lost_norm(x_test)) < 1e-9
assert abs(lost_norm(30.0) * 5*np.pi*30.0**5/32 - 1) < 0.01

# --- silicon: cutoff and number of plane waves -----------------------------
Z_si = 14
eta = 1e-3
a_angstrom = 5.4
a_bohr = a_angstrom / BOHR_ANGSTROM
volume = a_bohr**3 / 4
x_eta = scaled_cutoff(eta)
x_tail = (32 / (5*np.pi*eta))**0.2
K_si = x_eta * Z_si
E_si = K_si**2 / 2
N_si = plane_wave_number(K_si, volume)


def lattice_sum(Z, K):
    """Count fcc reciprocal vectors below K; return count and lost norm."""
    unit = 2*np.pi / a_bohr
    m = int(K/unit) + 2
    count, kept = 0, 0.0
    integers = np.arange(-m, m + 1)
    for parity in (0, 1):
        h = integers[integers % 2 == parity].astype(float)
        g2 = unit**2 * (h[:, None, None]**2 + h[None, :, None]**2
                        + h[None, None, :]**2)
        g2 = g2[g2 < K**2]
        count += g2.size
        kept += np.sum(phi_1s(np.sqrt(g2), Z)**2)
    return count, 1 - kept * (2*np.pi)**3 / volume


count_si, lost_si = lattice_sum(Z_si, K_si)
count_half, lost_half = lattice_sum(Z_si/2, K_si/2)
assert abs(count_si/N_si - 1) < 0.005
assert abs(lost_si/eta - 1) < 0.01
assert abs(lost_half/eta - 1) < 0.02
count_exponent = np.log(count_si/count_half) / np.log(2)
assert abs(count_exponent - 3) < 0.02


# --- variational energy inside a momentum sphere ---------------------------
def sphere_energy(Z, K, size=450):
    """Lowest s energy of -Z/r using momenta below K only.
    Basis: odd Legendre polynomials in k/K for k*phi(k); the logarithmic
    Coulomb kernel has exact matrix elements in this basis."""
    n = np.arange(1, 2*size, 2, dtype=float)

    def b2(m):
        return m*m / (4*m*m - 1)

    off = np.sqrt(b2(n+1) * b2(n+2))[:-1]
    k2 = np.diag(b2(n) + b2(n+1)) + np.diag(off, 1) + np.diag(off, -1)
    d = n[:, None] - n[None, :]
    s = n[:, None] + n[None, :]
    kernel = 8 / ((d*d - 1) * s * (s + 2))
    norm = np.sqrt(n + 0.5)
    H = K**2/2 * k2 + Z*K/np.pi * norm[:, None] * kernel * norm[None, :]
    return eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0]


def tail_energy(Z, K):
    """Derived leading energy error of the truncated expansion."""
    return 16 * Z**5 / (3*np.pi*K**3)


ratio_40 = (sphere_energy(1, 40, 1000) + 0.5) / tail_energy(1, 40)
ratio_80 = (sphere_energy(1, 80, 1000) + 0.5) / tail_energy(1, 80)
# The relative correction is of order Z/K, so extrapolate linearly in Z/K.
ratio_limit = 2*ratio_80 - ratio_40
assert abs(ratio_limit - 1) < 0.01
assert abs(ratio_80 - 1) < abs(ratio_40 - 1)

error_si = sphere_energy(Z_si, K_si) + Z_si**2/2
target = 1 / HARTREE_EV


def absolute_cutoff(Z):
    return brentq(lambda K: sphere_energy(Z, K) + Z**2/2 - target,
                  5*Z, 60*Z, xtol=1e-6)


K_abs = absolute_cutoff(Z_si)
K_abs_double = absolute_cutoff(2*Z_si)
absolute_exponent = 2 * np.log(K_abs_double/K_abs) / np.log(2)
# Finite Z/K shifts the exponent by a few hundredths at most.
assert abs(absolute_exponent - 10/3) < 0.05


# --- Hartree-Fock orbitals of twelve-electron atoms and ions ---------------
def s_orbitals(symbol, charge):
    """Exponents and coefficients of the 1s, 2s and 3s orbitals."""
    basis = [[0, [0.03 * 2.2**i, 1.0]] for i in range(23)]
    basis += [[1, [0.1 * 2.2**i, 1.0]] for i in range(13)]
    mol = gto.M(atom=symbol + " 0 0 0", charge=charge, spin=0,
                basis={symbol: basis}, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    start = mol.ao_loc_nr()
    shells = [i for i in range(mol.nbas) if mol.bas_angular(i) == 0]
    exponents = np.array([mol.bas_exp(i)[0] for i in shells])
    rows = [start[i] for i in shells]
    return exponents, mf.mo_coeff[np.ix_(rows, [0, 1, 5])]


def tail_overlap(orbitals, K):
    """Overlap matrix of the s orbitals from momenta above K only."""
    z, c = orbitals
    beta = 0.25/z[:, None] + 0.25/z[None, :]
    radial = (K*np.exp(-beta*K**2)/(2*beta)
              + np.sqrt(np.pi)/(4*beta**1.5)*erfc(np.sqrt(beta)*K))
    pref = (2*np.pi*z)**-0.75
    return c.T @ (4*np.pi * pref[:, None]*pref[None, :]*radial) @ c


def opw_loss(orbitals, K):
    """Lost 3s norm when 1s and 2s functions are added to plane waves."""
    S = tail_overlap(orbitals, K)
    return S[2, 2] - S[2, :2] @ np.linalg.solve(S[:2, :2], S[:2, 2])


hf_cutoff = {}
for symbol, charge, Z in [("Mg", 0, 12), ("Si", 2, 14), ("Ca", 8, 20)]:
    orbitals = s_orbitals(symbol, charge)
    assert np.allclose(tail_overlap(orbitals, 0.0), np.eye(3), atol=1e-6)
    hf_cutoff[Z] = brentq(lambda K: tail_overlap(orbitals, K)[0, 0] - eta,
                          0.01, 8*Z)
    if Z == Z_si:
        si_orbitals = orbitals
hf_exponent = 2*np.log(hf_cutoff[20]/hf_cutoff[12]) / np.log(20/12)
assert abs(hf_exponent - 2) < 0.1
assert abs(hf_cutoff[14]/K_si - 1) < 0.05

K_3s = brentq(lambda K: tail_overlap(si_orbitals, K)[2, 2] - eta, 0.01, 100)
K_opw = brentq(lambda K: opw_loss(si_orbitals, K) - eta, 0.01, 60)

# Independent least-squares fit on a momentum grid outside the sphere.
t, w = np.polynomial.legendre.leggauss(600)
t, w = (t + 1)/2, w/2
k_grid = K_opw / t
z, c = si_orbitals
waves = ((2*np.pi*z)**-0.75 * np.exp(-k_grid[:, None]**2/(4*z))) @ c
waves *= np.sqrt(4*np.pi*k_grid**2 * w*K_opw/t**2)[:, None]
fit = np.linalg.lstsq(waves[:, :2], waves[:, 2], rcond=None)[0]
grid_loss = np.sum((waves[:, 2] - waves[:, :2] @ fit)**2)
assert abs(grid_loss/eta - 1) < 1e-3
assert K_opw < 0.8*K_3s
assert K_opw < 0.1*K_si

# --- printed numbers -------------------------------------------------------
print(f"nuclear charge Z of silicon: {Z_si}")
print(f"allowed lost norm eta: {eta:.0e}")
print(f"lattice constant (rough input): {a_angstrom:.1f} angstrom")
print(f"lattice constant: {a_bohr:.3f} bohr")
print(f"primitive cell volume: {volume:.1f} bohr^3")
print(f"x from leading tail: {x_tail:.3f}")
print(f"x from full lost norm: {x_eta:.3f}")
print(f"E_cut/Z^2 = x^2/2: {x_eta**2/2:.3f} hartree")
print(f"cutoff wave number K: {K_si:.2f} 1/bohr")
print(f"cutoff energy: {E_si:.0f} hartree")
print(f"cutoff energy: {E_si*HARTREE_EV/1000:.1f} keV")
print(f"plane waves per primitive cell, formula: {N_si:.4e}")
print(f"plane waves per primitive cell, counted: {count_si}")
print(f"lost norm from lattice sum: {lost_si:.4e}")
print(f"counted exponent of N in Z: {count_exponent:.4f}")
print(f"dense complex matrix storage: {16*N_si**2/1e12:.1f} TB")
for eta_other in (1e-2, 1e-4):
    x_o = scaled_cutoff(eta_other)
    K_o = x_o*Z_si
    print(f"eta {eta_other:.0e}: x = {x_o:.3f}")
    print(f"eta {eta_other:.0e}: E_cut = {K_o**2/2:.0f} hartree")
    print(f"eta {eta_other:.0e}: N = {plane_wave_number(K_o, volume):.3e}")
print(f"energy error / leading law, K=40Z: {ratio_40:.4f}")
print(f"energy error / leading law, K=80Z: {ratio_80:.4f}")
print(f"same ratio extrapolated to large K: {ratio_limit:.4f}")
print(f"1s energy error at silicon cutoff: {error_si:.3f} hartree")
print(f"leading-law estimate of it: {tail_energy(Z_si, K_si):.3f} hartree")
print(f"error relative to |E_1s|: {100*error_si/(Z_si**2/2):.2f} percent")
print(f"K for 1 eV error per 1s electron: {K_abs:.1f} 1/bohr")
print(f"E_cut for 1 eV error: {K_abs**2/2:.3e} hartree")
print(f"N for 1 eV error: {plane_wave_number(K_abs, volume):.2e}")
print(f"E_cut exponent at fixed 1 eV, Z=14 to 28: {absolute_exponent:.3f}")
for Z, name in [(12, "Mg"), (14, "Si2+"), (20, "Ca8+")]:
    print(f"HF 1s cutoff K, {name}: {hf_cutoff[Z]:.2f} 1/bohr")
print(f"HF exponent of E_cut, Z=12 to 20: {hf_exponent:.3f}")
print(f"Si2+ 3s, plane waves only, K: {K_3s:.2f} 1/bohr")
print(f"Si2+ 3s, plane waves only, E_cut: {K_3s**2/2:.2f} hartree")
print(f"Si2+ 3s, plane waves only, N: {plane_wave_number(K_3s, volume):.0f}")
print(f"Si2+ 3s, OPW, K: {K_opw:.2f} 1/bohr")
print(f"Si2+ 3s, OPW, E_cut: {K_opw**2/2:.2f} hartree")
print(f"Si2+ 3s, OPW, N: {plane_wave_number(K_opw, volume):.0f}")
print(f"N ratio, 1s plane waves to 3s OPW: {(K_si/K_opw)**3:.2e}")
print("no test failed")
```

It prints:

```
nuclear charge Z of silicon: 14
allowed lost norm eta: 1e-03
lattice constant (rough input): 5.4 angstrom
lattice constant: 10.205 bohr
primitive cell volume: 265.7 bohr^3
x from leading tail: 4.590
x from full lost norm: 4.463
E_cut/Z^2 = x^2/2: 9.961 hartree
cutoff wave number K: 62.49 1/bohr
cutoff energy: 1952 hartree
cutoff energy: 53.1 keV
plane waves per primitive cell, formula: 1.0945e+06
plane waves per primitive cell, counted: 1095129
lost norm from lattice sum: 9.9915e-04
counted exponent of N in Z: 3.0031
dense complex matrix storage: 19.2 TB
eta 1e-02: x = 2.690
eta 1e-02: E_cut = 709 hartree
eta 1e-02: N = 2.396e+05
eta 1e-04: x = 7.195
eta 1e-04: E_cut = 5074 hartree
eta 1e-04: N = 4.586e+06
energy error / leading law, K=40Z: 0.9745
energy error / leading law, K=80Z: 0.9877
same ratio extrapolated to large K: 1.0008
1s energy error at silicon cutoff: 2.579 hartree
leading-law estimate of it: 3.742 hartree
error relative to |E_1s|: 2.63 percent
K for 1 eV error per 1s electron: 286.6 1/bohr
E_cut for 1 eV error: 4.106e+04 hartree
N for 1 eV error: 1.06e+08
E_cut exponent at fixed 1 eV, Z=14 to 28: 3.355
HF 1s cutoff K, Mg: 52.66 1/bohr
HF 1s cutoff K, Si2+: 61.56 1/bohr
HF 1s cutoff K, Ca8+: 88.28 1/bohr
HF exponent of E_cut, Z=12 to 20: 2.023
Si2+ 3s, plane waves only, K: 19.43 1/bohr
Si2+ 3s, plane waves only, E_cut: 188.68 hartree
Si2+ 3s, plane waves only, N: 32885
Si2+ 3s, OPW, K: 1.93 1/bohr
Si2+ 3s, OPW, E_cut: 1.86 hartree
Si2+ 3s, OPW, N: 32
N ratio, 1s plane waves to 3s OPW: 3.39e+04
no test failed
```
